# Barrier-suppression intensity and the Keldysh parameter for hydrogen at 800 nm

## Question

How intense must laser light be before its electric field pulls the barrier that holds an atomic electron down to the electron's own energy? How does this intensity scale with the ionization energy and with the charge of the ion left behind? And for hydrogen in 800 nm light, does the field at that intensity change slowly enough for the picture of a lowered barrier to be trusted?

## Answer

### The barrier along the line of force

Let the electron have charge $-e$, with $e>0$, and mass $m$. It is bound by the ionization energy $I_p>0$, so its level lies at $-I_p$. The ion left behind has charge $Ze$: $Z=1$ for a neutral atom, $Z=2$ for a singly charged ion. Gaussian units are used in the algebra.

The light is linearly polarized, with peak field strength $F$. Three simplifications define the estimate:

- The field is frozen at its peak value.
- The level stays at $-I_p$, without a Stark shift.
- Only motion along the line of the force is considered.

The field is also taken as uniform over the atom, because 800 nm is far larger than atomic distances.

Let $x$ be the distance from the nucleus in the direction in which the force $eF$ pulls the electron. A constant force $+eF$ has potential energy $-eFx$. On the escape side, $x>0$, the total potential energy is therefore

$$V(x)=-\frac{Ze^2}{x}-eFx .$$

Close to the nucleus the first term makes $V$ very negative, and far away the second does. Between them lies a maximum, where the slope vanishes:

$$V'(x)=\frac{Ze^2}{x^2}-eF=0
\quad\Rightarrow\quad
x_0=\sqrt{\frac{Ze}{F}} .$$

The second derivative, $V''(x_0)=-2Ze^2/x_0^3$, is negative, so this point is a maximum along the line. The two terms of $V$ are equal there:

$$\frac{Ze^2}{x_0}=Ze^2\sqrt{\frac{F}{Ze}}=\sqrt{Ze^3F},
\qquad
eFx_0=eF\sqrt{\frac{Ze}{F}}=\sqrt{Ze^3F}.$$

The height of the barrier top is thus

$$V(x_0)=-2\sqrt{Ze^3F}.$$

The barrier is suppressed, in the sense of this model, when its top has sunk to the level:

$$2\sqrt{Ze^3F}=I_p .$$

Squaring gives $4Ze^3F=I_p^2$, and hence

$$F_{BS}=\frac{I_p^2}{4Ze^3}.$$

At this field each of the two equal terms is $I_p/2$. From $Ze^2/x_0=I_p/2$ the barrier top lies at $x_0=2Ze^2/I_p$. For an atom with several electrons this point must lie outside the ion core, since otherwise $-Ze^2/x$ is not the right attraction.

### From field to intensity

In Gaussian units the energy flux of a plane wave with field $F\cos\omega t$ is $cF^2\cos^2(\omega t)/(4\pi)$. The average of $\cos^2\omega t$ over a cycle is $1/2$, so the intensity is

$$I=\frac{cF^2}{8\pi}.$$

Inserting $F_{BS}$ gives

$$I_{BS}=\frac{c}{8\pi}\,\frac{I_p^4}{16Z^2e^6}
=\frac{c\,I_p^4}{128\pi Z^2e^6}.$$

For a number, use $e^2=14.3996$ eV Å, so that $e^6=(e^2)^3=2985.7$ eV³ Å³. With $I_p$ in eV, the coefficient of $I_p^4/Z^2$ is

$$\frac{2.99792\times10^{8}\ \text{m/s}}{128\pi\times2985.7\ \text{eV}^3\,\text{Å}^3}
=249.7\ \frac{\text{m/s}}{\text{eV}^3\,\text{Å}^3}.$$

Multiplication by $I_p^4$ leaves the unit eV Å⁻³ m/s, an energy density times a speed. Since 1 eV/Å³ is $1.602\times10^{11}$ J/m³, the coefficient is $4.00\times10^{13}$ W/m², or $4.00\times10^{9}$ W/cm², per eV⁴. Therefore

$$I_{BS}\simeq4.0\times10^9\,
\frac{(I_p/\text{eV})^4}{Z^2}\ \text{W/cm}^2 .$$

The factor 4.0 belongs to linear polarization. In circularly polarized light the field has the constant magnitude $F$, there is no factor $1/2$ from averaging, and $I=cF^2/(4\pi)$. The same peak field then requires twice the intensity.

### Hydrogen, and the scaling

For hydrogen with a fixed nucleus, $I_p=13.6057$ eV and $Z=1$. The critical force is

$$eF_{BS}=\frac{I_p^2}{4e^2}
=\frac{(13.6057)^2}{4\times14.3996}\ \text{eV/Å}
=3.214\ \text{eV/Å},$$

which corresponds to a field of $3.2\times10^{10}$ V/m. The barrier top lies at $x_0=2\times14.3996/13.6057=2.117$ Å. The intensity is

$$I_{BS}=4.0005\times10^9\times(13.6057)^4\ \text{W/cm}^2
\simeq1.4\times10^{14}\ \text{W/cm}^2 .$$

The fourth power arises in two steps. The critical field grows as $I_p^2$, because a deeper level needs a larger lowering and the lowering grows only as $\sqrt F$. The intensity is then proportional to the square of the field. At fixed $Z$, twice the ionization energy means 16 times the intensity.

The factor $1/Z^2$ applies at fixed $I_p$: a more highly charged ion pulls the barrier down further at a given field. In a real sequence of ions $I_p$ changes as well. For one electron around a nucleus of charge $Ze$, the ground state has $I_p\propto Z^2$, so

$$I_{BS}\propto\frac{(Z^2)^4}{Z^2}=Z^6 .$$

For He⁺, with $Z=2$ and $I_p=54.42$ eV, this gives $2^6=64$ times the hydrogen value, or $8.8\times10^{15}$ W/cm².

### Is the field slow enough?

The frozen field can be judged by comparing the optical period with a time scale of the barrier. One such scale comes from a simpler barrier, in which the Coulomb attraction outside the atom is dropped and only $-eFx$ remains. The electron at energy $-I_p$ then faces a triangle that begins at height $I_p$ above the level and ends at $x=I_p/(eF)$. Inside it the kinetic energy $-I_p+eFx$ is negative, and the magnitude of the imaginary speed is $\sqrt{2(I_p-eFx)/m}$. Define

$$\tau=\int_0^{I_p/(eF)}\frac{dx}{\sqrt{2(I_p-eFx)/m}} .$$

With $u=I_p-eFx$ and $dx=-du/(eF)$, the limits become $I_p$ and 0. The minus sign reverses them:

$$\tau=\frac{1}{eF}\sqrt{\frac m2}\int_0^{I_p}\frac{du}{\sqrt u}
=\frac{1}{eF}\sqrt{\frac m2}\;2\sqrt{I_p}
=\frac{\sqrt{2mI_p}}{eF}.$$

Because the speed is imaginary, $\tau$ is a scale and not a measured time of passage. The Keldysh parameter is the phase through which the field turns during it:

$$\gamma=\omega\tau=\frac{\omega\sqrt{2mI_p}}{eF}.$$

For $\gamma\ll1$ the field is nearly constant on this scale, and tunnelling through a static barrier is a good starting point. For $\gamma\gg1$ the field reverses many times, and absorption of several photons is the more useful description.

The same parameter compares two energies. A free electron obeys $m\dot v=eF\cos\omega t$, so without drift $v=(eF/m\omega)\sin\omega t$. Its cycle-averaged kinetic energy, the quiver energy, is

$$U_p=\frac m2\,\frac{e^2F^2}{m^2\omega^2}\,\frac12
=\frac{e^2F^2}{4m\omega^2}.$$

It follows that $I_p/(2U_p)=2m\omega^2I_p/(e^2F^2)=\gamma^2$, or

$$\gamma=\sqrt{\frac{I_p}{2U_p}} .$$

Now insert $eF_{BS}=I_p^2/(4Ze^2)$ into the definition of $\gamma$:

$$\gamma_{BS}=\frac{4Ze^2\,\omega\sqrt{2m}}{I_p^{3/2}} .$$

For a hydrogen-like ground state, $I_p=Z^2me^4/(2\hbar^2)$, which means $Ze^2\sqrt m=\hbar\sqrt{2I_p}$. Then

$$\gamma_{BS}=\frac{4\sqrt2\,\omega\,\hbar\sqrt{2I_p}}{I_p^{3/2}}
=\frac{8\hbar\omega}{I_p}.$$

At 800 nm the photon energy is 1.5498 eV, and for hydrogen

$$\gamma_{BS}=\frac{8\times1.5498}{13.6057}=0.91 .$$

The energies give the same value: with $U_p=8.192$ eV, $\sqrt{13.6057/(2\times8.192)}=0.91$. In terms of time, $\tau=0.387$ fs and the optical period is 2.669 fs, so the field turns through $2\pi\times0.387/2.669=0.91$ radian.

Hydrogen at its barrier-suppression intensity is therefore in the intermediate range. At fixed wavelength $\gamma\propto I^{-1/2}$, so $\gamma=1$ is reached at $0.91^2$ times $I_{BS}$, about $1.1\times10^{14}$ W/cm². At this wavelength that is only 17% below $I_{BS}$, but the two intensities are not close in general, since $\gamma_{BS}$ is proportional to the frequency. For He⁺ at 800 nm, $\gamma_{BS}=8\times1.5498/54.42=0.23$, and the quasi-static picture is better founded.

One distinction matters here. At $F_{BS}$ the barrier with its Coulomb term has no length left at the level, whereas the triangle used for $\tau$ is still 4.233 Å long. The Keldysh parameter compares scales; it is not the time spent under the actual barrier.

### Does the electron leave at once?

The estimate followed a single line, but the electron moves in three dimensions. At a distance $\rho$ to the side of that line,

$$V(x_0,\rho)=-\frac{Ze^2}{\sqrt{x_0^2+\rho^2}}-eFx_0
\simeq V(x_0)+\frac{Ze^2}{2x_0^3}\rho^2 ,$$

where $1/\sqrt{1+\rho^2/x_0^2}\simeq1-\rho^2/(2x_0^2)$ was used. The potential rises sideways, so the barrier top is a saddle. When the level just touches it, the classically open passage is a single point.

Comparison with $\tfrac12m\omega_\perp^2\rho^2$ gives $\omega_\perp^2=Ze^2/(mx_0^3)$. Each of the two transverse directions has the zero-point energy $\hbar\omega_\perp/2$, together $\hbar\omega_\perp$. At $F_{BS}$, with $x_0=2Ze^2/I_p$ and $Z^2me^4=2\hbar^2I_p$,

$$\hbar^2\omega_\perp^2=\frac{\hbar^2I_p^3}{8Z^2me^4}
=\frac{I_p^2}{16},
\qquad
\hbar\omega_\perp=\frac{I_p}{4}.$$

For hydrogen this is 3.4 eV. In this harmonic picture the lowest transverse state at the saddle still lies 3.4 eV above the electron's level.

To find where this passage opens, write $s=\sqrt{F/F_{BS}}$. The lowering $2\sqrt{Ze^3F}$ equals $I_ps$. Since $x_0\propto1/s$, the frequency $\omega_\perp\propto x_0^{-3/2}$ grows as $s^{3/2}$. The condition that the level reach the saddle plus its zero-point energy becomes

$$I_ps-\frac{I_p}{4}s^{3/2}=I_p
\quad\Rightarrow\quad
s-\frac{s^{3/2}}4=1 .$$

The first solution above $s=1$ is $s\simeq1.43$. The field is then about 2.0 times $F_{BS}$, and the intensity, which scales as $s^4$, is 4.1 times $I_{BS}$, or roughly $6\times10^{14}$ W/cm².

This correction is itself rough. The mean square sideways displacement in the oscillator ground state is $\hbar/(m\omega_\perp)$. At $F_{BS}$ it is $7.62/3.401=2.24$ Å², or 1.5 Å after taking the root. That is not small compared with $x_0=2.1$ Å, as the expansion in $\rho/x_0$ would require. The direction of this error is known: since $1/\sqrt{1+u}\ge1-u/2$ for $u=\rho^2/x_0^2\ge0$, the full sideways potential lies below the parabola. The harmonic zero-point energy is therefore too high, and with the level held at $-I_p$ the factor 4.1 overstates the intensity at which the lowest transverse state at the saddle reaches the level. A second error works the other way. The transverse energy grows toward the nucleus, so the sum of potential and transverse energy is highest somewhat inside $x_0$, not at it. With the full sideways potential and the level held at $-I_p$, the factor is about 2.4 if only $x_0$ is considered and about 3.5 if the highest point along the line is used.

A calculation for hydrogen in a static field avoids this expansion and includes the Stark shift. The bound level becomes a resonance with complex energy $E-i\Gamma/2$. Its probability decays as $e^{-\Gamma t/\hbar}$, so the lifetime is $\hbar/\Gamma$. The resonance energies were found by diagonalizing the three-dimensional Hamiltonian with complex-rotated coordinates. In the tests, changing the basis size and rotation angle together altered the widths at both fields by less than one part in a thousand.

At $F_{BS}$ the lifetime is 33 fs, about 12 optical periods. At the higher field it is 0.67 fs, shorter than half a period. Reaching the field $F_{BS}$ thus does not mean immediate ionization, even in a field held constantly at its peak. Because this calculation includes the Stark shift, the level at $F_{BS}$ lies somewhat below the barrier top instead of touching it. The short lifetime at the higher field is not a test of the transverse estimate. The field itself has doubled, and the Stark shift has moved the level below $-I_p$, so it lies below the saddle plus the harmonic zero-point energy. This alone does not decide whether the passage is open. With the full sideways potential the shifted level lies about 0.7 eV above the lowest transverse state at $x_0$ but about 0.6 eV below the highest point of that state along the line, and the width $\Gamma$ of about 1 eV exceeds both gaps.

### What the estimate can and cannot say

The intensity $1.4\times10^{14}$ W/cm² marks a scale for hydrogen, not a threshold. Below it the electron can still tunnel or absorb several photons, and a long pulse gives a small rate time to act. Above it the survival of the atom depends on the duration and shape of the pulse.

The neglected Stark shift also matters. To second order in the field a ground level moves down, because every term in the perturbation sum has a negative energy denominator. A deeper level needs a stronger field to bring the barrier top down to it.

Nor can the static lifetimes be used directly as laser ionization times. The laser field is at its peak only briefly in each half cycle, and with $\gamma\simeq0.9$ it changes appreciably on the scale $\tau$. A quantitative ionization probability for hydrogen at 800 nm calls for a calculation that includes the oscillation of the field. The values behind these comparisons are listed in the numerical output.

## Table of computed values

```
e^2 = 14.3996 eV angstrom
hbar^2/m = 7.6200 eV angstrom^2
speed of light = 2.99792e+08 m/s
intensity coefficient = 4.0005e+09 W/cm^2 per eV^4
hydrogen Ip, fixed nucleus = 13.6057 eV
hydrogen saddle position = 2.1167 angstrom
hydrogen critical force eF = 3.2139 eV/angstrom
hydrogen critical field = 3.2139e+10 V/m
hydrogen critical intensity = 1.3709e+14 W/cm^2
wavelength = 800 nm
photon energy = 1.5498 eV
optical period = 2.669 fs
Ip / photon energy = 8.779 (no unit)
quiver energy Up at critical field = 8.192 eV
triangular barrier length = 4.233 angstrom
barrier time tau = 0.3870 fs
Keldysh parameter, hydrogen = 0.9113 (no unit)
intensity for gamma = 1 = 1.138e+14 W/cm^2
He+ Ip, fixed nucleus = 54.4228 eV
He+ critical intensity = 8.774e+15 W/cm^2
He+ / hydrogen intensity = 64.00 (no unit)
Keldysh parameter, He+ = 0.2278 (no unit)
transverse zero-point energy = 3.401 eV
static lifetime at critical field = 32.58 fs
lifetime / optical period = 12.21 (no unit)
force with transverse energy = 6.531 eV/angstrom
intensity with transverse energy = 5.66e+14 W/cm^2
ratio to simple estimate = 4.13 (no unit)
static lifetime at that higher field = 0.666 fs
```
